# Spin degeneracy of O2 in the free energy of ligand oxidation: a numerical check

```python
"""
Result under test: leaving the spin degeneracy 3 out of the partition function
of O2 raises its molar Gibbs energy by R*T*ln(3), about 4.6 kJ/mol at 500 K,
and multiplies the equilibrium constant of a reaction that consumes nu O2
molecules by 3**nu.
Symbols: R gas constant, T temperature, B rotational constant, lam spin-spin
constant of the triplet, N rotational and J total angular momentum,
x fraction of surface sites whose two chloride ligands were replaced by oxygen.
Energies are in kJ/mol or cm^-1 as labelled; the standard pressure is 1 bar.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, dft, mcscf, ao2mo, lib

lib.num_threads(1)
R = sc.R / 1000.0                                  # kJ/mol/K
K_CM = sc.k / (sc.h * sc.c * 100.0)                # Boltzmann constant, cm^-1/K
HARTREE_J = sc.physical_constants["Hartree energy"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
TORR = sc.torr
P0 = 1.0e5
T = 500.0
m_atom = 15.995 * sc.atomic_mass                   # oxygen-16
m_mol = 2.0 * m_atom
mu_red = m_atom / 2.0


def oxygen(r):
    return gto.M(atom=[["O", (0, 0, 0)], ["O", (0, 0, r)]], unit="Angstrom",
                 basis="def2-svp", spin=2, verbose=0)


def dft_energy(r):
    mf = dft.UKS(oxygen(r))
    mf.xc = "pbe0"
    mf.conv_tol = 1e-10
    energy = mf.kernel()
    assert mf.converged
    return energy


# ---- bond length and harmonic frequency from the potential curve ----
r_mid, step = 1.20, 0.02
grid = np.arange(-2, 3)
curve = np.array([dft_energy(r_mid + step * s) for s in grid])
e_ref = curve[2]
poly = np.poly1d(np.polyfit(grid, curve - e_ref, 4))
# a point that was not used in the fit
assert abs(dft_energy(r_mid + 0.5 * step) - e_ref - poly(0.5)) < 1e-6
s_min = brentq(poly.deriv(1), -2, 2)
r_e = r_mid + step * s_min
force_const = poly.deriv(2)(s_min) * HARTREE_J / (step * 1e-10) ** 2
omega = np.sqrt(force_const / mu_red) / (2 * np.pi * sc.c * 100)
B = sc.h / (8 * np.pi**2 * sc.c * 100 * mu_red * (r_e * 1e-10) ** 2)

# ---- six states of two electrons in the two pi* orbitals ----
hf = scf.ROHF(oxygen(r_e))
hf.conv_tol = 1e-11
hf.kernel()
assert hf.converged
orbitals = hf.mo_coeff[:, np.argsort(-hf.mo_occ, kind="stable")]
cas = mcscf.CASCI(hf, 2, 2)
h1, _ = cas.get_h1eff(orbitals)
h2 = ao2mo.restore(1, cas.get_h2eff(orbitals), 2)


def annihilator(k):
    out = np.eye(1)
    for j in range(4):
        factor = (np.diag([1.0, -1.0]) if j < k else
                  np.array([[0.0, 1.0], [0.0, 0.0]]) if j == k else np.eye(2))
        out = np.kron(out, factor)
    return out


a = [[annihilator(2 * p + s) for s in range(2)] for p in range(2)]
H = np.zeros((16, 16))
for p in range(2):
    for q in range(2):
        for s in range(2):
            H += h1[p, q] * a[p][s].T @ a[q][s]
        for u in range(2):
            for v in range(2):
                for s in range(2):
                    for t in range(2):
                        H += 0.5 * h2[p, q, u, v] * (
                            a[p][s].T @ a[u][t].T @ a[v][t] @ a[q][s])
number = sum(a[p][s].T @ a[p][s] for p in range(2) for s in range(2))
s_plus = sum(a[p][0].T @ a[p][1] for p in range(2))
s_z = 0.5 * sum(a[p][0].T @ a[p][0] - a[p][1].T @ a[p][1] for p in range(2))
s_sq = s_plus.T @ s_plus + s_z @ (s_z + np.eye(16))
pair = np.where(np.abs(np.diag(number) - 2) < 1e-9)[0]
levels, vectors = np.linalg.eigh(H[np.ix_(pair, pair)])
levels = (levels - levels[0]) * HARTREE_EV
spin_sq = np.diag(vectors.T @ s_sq[np.ix_(pair, pair)] @ vectors)
deg = [int(np.sum(np.abs(levels - e) < 1e-3))
       for e in (levels[0], levels[3], levels[5])]
assert deg == [3, 2, 1]
assert np.allclose(spin_sq, [2, 2, 2, 0, 0, 0], atol=1e-6)
gap_singlet = levels[3]
kT_eV = sc.k * T / sc.e
q_el = np.sum(np.exp(-levels / kT_eV))
assert abs(q_el - 3) < 1e-6

# ---- rotational sums without and with the triplet fine structure ----
lam = 2.0                                          # cm^-1, rough size


def rot_spinless(temp):
    n = np.arange(1, 400, 2)
    return np.sum((2 * n + 1) * np.exp(-B * n * (n + 1) / (K_CM * temp)))


def rot_triplet(temp):
    total = 0.0
    for J in range(400):
        jj = J * (J + 1)
        if J % 2 == 1:                             # N = J is odd
            energies = np.array([B * jj + 2 * lam / 3])
        elif J == 0:                               # only N = 1
            energies = np.array([2 * B - 4 * lam / 3])
        else:                                      # N = J-1 and N = J+1 mix
            off = -2 * B * np.sqrt(jj)
            energies = np.linalg.eigvalsh(
                [[B * (jj + 2) - 4 * lam / 3, off],
                 [off, B * jj + 2 * lam / 3]])
        total += (2 * J + 1) * np.sum(np.exp(-energies / (K_CM * temp)))
    return total


def spin_ratio(temp):
    return rot_triplet(temp) / rot_spinless(temp)


ratio_hot, ratio_cold = spin_ratio(T), spin_ratio(2.0)
assert abs(ratio_hot / 3 - 1) < 1e-4
assert abs(ratio_cold / 3 - 1) > 0.1               # the factor 3 fails when cold


# ---- Gibbs energy of O2 ----
def wavelength(temp):
    return sc.h / np.sqrt(2 * np.pi * m_mol * sc.k * temp)


def vib(temp, freq):
    u = freq / (K_CM * temp)
    return np.exp(-u / 2) / (1 - np.exp(-u))


def gibbs(temp, spin_factor, freq=omega):
    q_trans = sc.k * temp / (P0 * wavelength(temp) ** 3)
    return -R * temp * np.log(
        spin_factor * q_trans * rot_spinless(temp) * vib(temp, freq))


box = 20e-9
n = np.arange(1, 20001)
box_sum = np.sum(np.exp(-(sc.h * n / box) ** 2 / (8 * m_mol * sc.k * T)))
assert abs(box_sum / (box / wavelength(T) - 0.5) - 1) < 1e-8
vib_sum = np.sum(np.exp(-omega * (np.arange(200) + 0.5) / (K_CM * T)))
assert abs(vib_sum / vib(T, omega) - 1) < 1e-10

G_full, G_omit = gibbs(T, 3), gibbs(T, 1)


def bias(temp):
    """Rise of G on omission, from the explicit triplet level sum."""
    return R * temp * np.log(spin_ratio(temp))


bias_T = bias(T)
entropy_lost = (bias(T + 1) - bias(T - 1)) / 2
enthalpy_error = bias_T - T * entropy_lost
assert abs(bias_T - R * T * np.log(3)) < 1e-3
assert abs(G_omit - G_full - bias_T) < 1e-3
assert abs(entropy_lost - R * np.log(3)) < 1e-5
assert abs(enthalpy_error) < 1e-3
assert abs(bias_T - 4.6) < 0.05

# ---- chloride ligands exchanged for oxygen, half an O2 per site ----
A = -10.0                                          # kJ/mol, chosen
p_O2, p_Cl2 = 1.0, 0.01                            # Torr, chosen


def reaction_G(G_O2, offset=A):
    return offset - 0.5 * G_O2


def coverage(G_O2, oxygen_torr=p_O2, offset=A, repulsion=0.0):
    drive = (reaction_G(G_O2, offset) / (R * T)
             + np.log(p_Cl2 * TORR / P0) - 0.5 * np.log(oxygen_torr * TORR / P0))

    def surface_energy(x):
        return (x * drive + 0.5 * repulsion / (R * T) * x * x
                + x * np.log(x) + (1 - x) * np.log(1 - x))
    return minimize_scalar(surface_energy, bounds=(1e-9, 1 - 1e-9),
                           method="bounded", options={"xatol": 1e-11}).x


x_full, x_omit = coverage(G_full), coverage(G_omit)
odds_ratio = (x_omit / (1 - x_omit)) / (x_full / (1 - x_full))
assert abs(odds_ratio - np.sqrt(3)) < 1e-5
K_full = np.exp(-reaction_G(G_full) / (R * T))
K_omit = np.exp(-reaction_G(G_omit) / (R * T))
odds_law = K_full * np.sqrt(p_O2 * TORR / P0) / (p_Cl2 * TORR / P0)
assert abs(x_full - odds_law / (1 + odds_law)) < 1e-6
p_apparent = brentq(lambda p: coverage(G_full, p) - x_omit, 0.5, 10.0)
assert abs(p_apparent / p_O2 - 3) < 1e-4

# ---- sizes of neglected effects ----
fine_shift = -R * T * np.log(ratio_hot / 3)
singlet_shift = -R * T * np.log1p((q_el - 3) / 3)
classical_shift = -R * T * np.log(K_CM * T / (2 * B) / rot_spinless(T))
freq_shift = gibbs(T, 3, 0.9 * omega) - G_full
assert max(abs(fine_shift), abs(singlet_shift), abs(classical_shift)) < 0.05
x_low, x_high = coverage(G_full, offset=A + 10), coverage(G_full, offset=A - 10)
x_rep_full = coverage(G_full, repulsion=5.0)
x_rep_omit = coverage(G_omit, repulsion=5.0)
assert x_rep_omit > x_rep_full

print(f"Temperature: {T:.0f} K; RT = {R*T:.4f} kJ/mol; ln 3 = {np.log(3):.5f}")
print(f"O2 bond length, PBE0/def2-SVP: {r_e:.4f} Angstrom")
print(f"O2 harmonic frequency, PBE0/def2-SVP: {omega:.1f} cm^-1")
print(f"O2 rotational constant B: {B:.4f} cm^-1")
print("pi* multiplet degeneracies, lowest first:", deg)
print("pi* multiplet energies (eV):", np.round(levels, 4) + 0.0)
print("S^2 of the six states:", np.round(spin_sq, 3) + 0.0)
print(f"Electronic partition function minus 3: {q_el-3:.2e}")
print(f"Spin-spin constant lambda, rough input: {lam:.1f} cm^-1")
print(f"kT at {T:.0f} K: {K_CM*T:.1f} cm^-1; at 2 K: {K_CM*2:.2f} cm^-1")
print(f"Triplet/spinless level-sum ratio at {T:.0f} K: {ratio_hot:.6f}")
print(f"Triplet/spinless level-sum ratio at 2 K: {ratio_cold:.3f}")
print(f"Thermal wavelength of O2: {wavelength(T)*1e12:.3f} pm")
print(f"q_trans at 1 bar: {sc.k*T/(P0*wavelength(T)**3):.4e}")
print(f"q_rot, odd N only: {rot_spinless(T):.3f}")
print(f"q_vib, from curve minimum: {vib(T, omega):.5f}")
print(f"G(O2) with factor 3: {G_full:.3f} kJ/mol")
print(f"G(O2) with factor omitted: {G_omit:.3f} kJ/mol")
print(f"Rise of G from level sums: {bias_T:.4f} kJ/mol")
print(f"Same rise per molecule: {bias_T*1000/sc.N_A/sc.e*1000:.2f} meV")
print(f"Entropy lost: {entropy_lost*1000:.3f} J/mol/K")
print(f"Enthalpy error from level sums: {enthalpy_error:.1e} kJ/mol")
for temp in (400.0, 600.0):
    print(f"Rise of G at {temp:.0f} K: {bias(temp):.3f} kJ/mol")
for nu in (0.5, 1.0, 2.0):
    print(f"nu = {nu}: reaction G error {-nu*bias_T:.3f} kJ/mol, "
          f"K factor {np.exp(nu*bias_T/(R*T)):.3f}")
print(f"Chosen site parameter: {A:.1f} kJ/mol")
print(f"Pressures: O2 {p_O2} Torr, Cl2 {p_Cl2} Torr")
print(f"p/p0: O2 {p_O2*TORR/P0:.4e}, Cl2 {p_Cl2*TORR/P0:.4e}")
print(f"Reaction G, correct: {reaction_G(G_full):.3f} kJ/mol")
print(f"Reaction G, omitted: {reaction_G(G_omit):.3f} kJ/mol")
print(f"K, correct: {K_full:.4e}; omitted: {K_omit:.4e}")
print(f"Odds x/(1-x), correct: {x_full/(1-x_full):.4f}; "
      f"omitted: {x_omit/(1-x_omit):.4f}")
print(f"Oxidized fraction, correct: {x_full:.4f}; omitted: {x_omit:.4f}")
print(f"Odds ratio from minimization: {odds_ratio:.5f}")
print(f"O2 pressure that mimics the omission: {p_apparent:.4f} Torr")
print(f"Neglected fine structure, shift of G: {fine_shift:.1e} kJ/mol")
print(f"Neglected singlets, shift of G: {singlet_shift:.1e} kJ/mol")
print(f"Classical rotation, shift of G: {classical_shift:.4f} kJ/mol")
print(f"Frequency lowered 10%, shift of G: {freq_shift:.3f} kJ/mol")
print(f"Correct fraction if site parameter +10 kJ/mol: {x_low:.4f}")
print(f"Correct fraction if site parameter -10 kJ/mol: {x_high:.4f}")
print(f"With 5 kJ/mol repulsion: correct {x_rep_full:.4f}, "
      f"omitted {x_rep_omit:.4f}")
print("all assertions hold")
```

Printed output:

```
Temperature: 500 K; RT = 4.1572 kJ/mol; ln 3 = 1.09861
O2 bond length, PBE0/def2-SVP: 1.1882 Angstrom
O2 harmonic frequency, PBE0/def2-SVP: 1774.1 cm^-1
O2 rotational constant B: 1.4929 cm^-1
pi* multiplet degeneracies, lowest first: [3, 2, 1]
pi* multiplet energies (eV): [0.     0.     0.     1.2998 1.2998 2.5997]
S^2 of the six states: [2. 2. 2. 0. 0. 0.]
Electronic partition function minus 3: -4.03e-13
Spin-spin constant lambda, rough input: 2.0 cm^-1
kT at 500 K: 347.5 cm^-1; at 2 K: 1.39 cm^-1
Triplet/spinless level-sum ratio at 500 K: 3.000044
Triplet/spinless level-sum ratio at 2 K: 5.099
Thermal wavelength of O2: 13.804 pm
q_trans at 1 bar: 2.6244e+07
q_rot, odd N only: 116.558
q_vib, from curve minimum: 0.07836
G(O2) with factor 3: -84.780 kJ/mol
G(O2) with factor omitted: -80.213 kJ/mol
Rise of G from level sums: 4.5672 kJ/mol
Same rise per molecule: 47.34 meV
Entropy lost: 9.134 J/mol/K
Enthalpy error from level sums: 1.2e-04 kJ/mol
Rise of G at 400 K: 3.654 kJ/mol
Rise of G at 600 K: 5.481 kJ/mol
nu = 0.5: reaction G error -2.284 kJ/mol, K factor 1.732
nu = 1.0: reaction G error -4.567 kJ/mol, K factor 3.000
nu = 2.0: reaction G error -9.134 kJ/mol, K factor 9.000
Chosen site parameter: -10.0 kJ/mol
Pressures: O2 1.0 Torr, Cl2 0.01 Torr
p/p0: O2 1.3332e-03, Cl2 1.3332e-05
Reaction G, correct: 32.390 kJ/mol
Reaction G, omitted: 30.107 kJ/mol
K, correct: 4.1332e-04; omitted: 7.1590e-04
Odds x/(1-x), correct: 1.1320; omitted: 1.9607
Oxidized fraction, correct: 0.5310; omitted: 0.6622
Odds ratio from minimization: 1.73205
O2 pressure that mimics the omission: 3.0000 Torr
Neglected fine structure, shift of G: -6.1e-05 kJ/mol
Neglected singlets, shift of G: 5.6e-13 kJ/mol
Classical rotation, shift of G: 0.0060 kJ/mol
Frequency lowered 10%, shift of G: -1.078 kJ/mol
Correct fraction if site parameter +10 kJ/mol: 0.0927
Correct fraction if site parameter -10 kJ/mol: 0.9262
With 5 kJ/mol repulsion: correct 0.4090, omitted 0.5138
all assertions hold
```
